# Zemach radius and proton-size shift of the 21 cm line, part 1

(Sections cited here and not found follow in the second part.)

## Problem

The 1s level of hydrogen is split in two by the interaction of the electron's magnetic moment with the magnetic field of the proton. The transition between the two sublevels is the line at roughly 1.4 GHz, or 21 cm. Treat the proton as a static body with a spherical charge density $e\rho_E(r)$ and a magnetisation $\mathbf M(\mathbf r)=\boldsymbol\mu\,\rho_M(r)$, where $\boldsymbol\mu=g_p\mu_N\mathbf I/\hbar$ is its magnetic moment, $\mathbf I$ its spin (spin 1/2), and $\int\rho_E\,d^3r=\int\rho_M\,d^3r=1$. The motion of the proton enters only through the reduced mass $m_r=m_em_p/(m_e+m_p)$, which fixes the length $a=4\pi\varepsilon_0\hbar^2/(m_re^2)$. The electron has the moment $\boldsymbol\mu_e=-g_e\mu_B\mathbf S/\hbar$ with $g_e=2$. The form factors are $G_E(q)=\int\rho_E\,e^{i\mathbf q\cdot\mathbf r}d^3r$ and $\tilde G_M(q)=G_M(q)/G_M(0)=\int\rho_M\,e^{i\mathbf q\cdot\mathbf r}d^3r$, with $\mathbf q$ a wave vector.

(a) Find the splitting $E$ in terms of $\rho_M$ and the 1s wave function $\psi$, and its value $E_F$ for a point proton.

(b) Show that to first order in (proton size)$/a$

$$E=E_F\left(1-\frac{2r_Z}{a}\right),\qquad r_Z=\iint\rho_E(r)\,\rho_M(r')\,|\mathbf r-\mathbf r'|\,d^3r\,d^3r',$$

and find the order of the neglected terms. The length $r_Z$ is the Zemach radius.

(c) Express $r_Z$ through the form factors. For the dipole forms $G_E=\tilde G_M=(1+q^2/\lambda^2)^{-2}$ with $\lambda=\Lambda/(\hbar c)$, show that $r_Z=35/(8\lambda)=35\hbar c/(8\Lambda)$, which reads $35/(8\Lambda)$ in units with $\hbar=c=1$. Confirm the result in position space.

(d) For the standard dipole parameter $\Lambda^2=0.71\ \mathrm{GeV}^2$, evaluate $r_Z$ and the shifts of the frequency and the wavelength of the line.

(e) Examine whether the nonrelativistic treatment of the electron in (b) is admissible.

## Solution

### (a) The splitting for an extended magnetisation

A point dipole $d\boldsymbol\mu$ at $\mathbf r'$ has the vector potential $(\mu_0/4\pi)\,d\boldsymbol\mu\times(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$. The elements $d\boldsymbol\mu=\boldsymbol\mu\rho_M\,d^3r'$ all point the same way, so

$$\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\,\boldsymbol\mu\times\int\rho_M(r')\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|^3}\,d^3r'.$$

The integral has the form of the Coulomb field of a spherical charge, and Gauss's theorem gives it as $\hat{\mathbf r}\,Q_M(r)/r^2$, where $Q_M(r)=\int_0^r4\pi r'^2\rho_M\,dr'$ is the fraction of the moment inside radius $r$. With $u(r)=Q_M/r^3$,

$$\mathbf A=\frac{\mu_0}{4\pi}\,u(r)\,\boldsymbol\mu\times\mathbf r .$$

The curl follows from the product rule $\nabla\times(u\mathbf v)=u\,\nabla\times\mathbf v+\nabla u\times\mathbf v$ with $\mathbf v=\boldsymbol\mu\times\mathbf r$. For constant $\boldsymbol\mu$, $\nabla\times(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu(\nabla\cdot\mathbf r)-(\boldsymbol\mu\cdot\nabla)\mathbf r=3\boldsymbol\mu-\boldsymbol\mu=2\boldsymbol\mu$, and $\nabla u\times\mathbf v=u'\,\hat{\mathbf r}\times(\boldsymbol\mu\times\mathbf r)=ru'\,[\boldsymbol\mu-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)]$. Therefore

$$\mathbf B=\frac{\mu_0}{4\pi}\Big\{2u\,\boldsymbol\mu+ru'\,[\boldsymbol\mu-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)]\Big\}.$$

In an s state $|\psi|^2$ is spherical, so only the average of $\mathbf B$ over directions enters the first-order energy. The average of $\hat r_i\hat r_j$ is an isotropic tensor with trace 1, hence $\delta_{ij}/3$, and the square bracket averages to $\tfrac23\boldsymbol\mu$. The curly bracket becomes $(2u+\tfrac23ru')\boldsymbol\mu=\tfrac23(3u+ru')\boldsymbol\mu$. Since $u'=Q_M'/r^3-3Q_M/r^4$, one has $3u+ru'=Q_M'/r^2=4\pi\rho_M$, and

$$\overline{\mathbf B}(r)=\tfrac23\,\mu_0\,\boldsymbol\mu\,\rho_M(r).$$

The averaged field vanishes wherever there is no magnetisation, so in the nonrelativistic first-order energy an s electron feels the proton's moment only inside the proton. The coupling of $\mathbf A$ to the orbital motion is proportional to $\mathbf A\cdot\mathbf p\propto u\,\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)=u\,\boldsymbol\mu\cdot\mathbf L$ and gives zero on an s state.

The spin interaction is $-\boldsymbol\mu_e\cdot\mathbf B$. The minus sign in $\boldsymbol\mu_e$ cancels the one in front, and the spatial average leaves an operator on the two spins,

$$H_{\rm hf}=\tfrac23\,\mu_0\,g_e\mu_B\,g_p\mu_N\,\frac{\mathbf S\cdot\mathbf I}{\hbar^2}\int\rho_M|\psi|^2\,d^3r .$$

With the total spin $\mathbf J=\mathbf S+\mathbf I$ and its quantum number $j$, $\mathbf S\cdot\mathbf I=\tfrac12(\mathbf J^2-\mathbf S^2-\mathbf I^2)=\tfrac{\hbar^2}{2}[j(j+1)-\tfrac32]$. This is $+\tfrac14\hbar^2$ for the three states with $j=1$ and $-\tfrac34\hbar^2$ for the state with $j=0$. The difference is $\hbar^2$ and the triplet lies above, so for $g_e=2$

$$E=\tfrac43\,\mu_0\mu_B\,g_p\mu_N\int\rho_M|\psi|^2\,d^3r .$$

For a point proton $\rho_M=\delta^3(\mathbf r)$ and $\psi=\psi_0=(\pi a^3)^{-1/2}e^{-r/a}$, which gives the Fermi splitting and the ratio needed below:

$$E_F=\frac{4\mu_0\mu_B\,g_p\mu_N}{3\pi a^3},\qquad \frac{E}{E_F}=\pi a^3\int\rho_M|\psi|^2\,d^3r .$$

The magneton $\mu_B$ contains the true electron mass; the reduced mass enters through $a$.

### (b) The first-order size correction

Let $R$ stand for the size of the proton, $R\ll a$. The potential energy of the electron is $V=-(e^2/4\pi\varepsilon_0)\Phi(r)$ with $\Phi(r)=\int\rho_E(r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'$. Multiplying the Schrödinger equation by $2m_r/\hbar^2$ and using $2m_re^2/(4\pi\varepsilon_0\hbar^2)=2/a$ gives

$$\nabla^2\psi=-\frac2a\,\Phi\,\psi+\kappa^2\psi,\qquad \kappa^2=-\frac{2m_rE_{1s}}{\hbar^2}\approx\frac1{a^2}.$$

For a point charge $\Phi=1/r$, and $e^{-r/a}$ solves this with $\kappa=1/a$, because $\psi''+2\psi'/r=(1/a^2-2/(ar))\psi$.

At distances $r\ll a$ the term $\kappa^2\psi$ is smaller than $(2/a)\Phi\psi$ by a factor of order $r/a$ or $R/a$, and $\psi$ differs from $\psi(0)$ by the same relative amount. To leading order the equation there is $\nabla^2\psi=-(2/a)\psi(0)\Phi$. The function $s=|\mathbf r-\mathbf r'|$ has the Laplacian $s''+(2/s)s'=2/s$, with no delta function at $s=0$ because the flux of its unit gradient through a small sphere vanishes with the area. Hence

$$w(r)=\int\rho_E(r')\,|\mathbf r-\mathbf r'|\,d^3r'\qquad\text{obeys}\qquad\nabla^2w=2\Phi .$$

The combination $\psi+\psi(0)w/a$ is then a spherical solution of Laplace's equation, $C+D/r$, and $D=0$ because $\psi$ and $w$ are finite at the origin:

$$\psi(r)=C-\frac{\psi(0)}{a}\,w(r),\qquad r\ll a .$$

The constant $C$ is fixed by joining this form to the solution outside the proton. The average of $|\mathbf r-\mathbf r'|$ over the angle between the two vectors, with $t=\cos\theta$, is

$$\frac12\int_{-1}^{1}\sqrt{r^2+r'^2-2rr't}\;dt=\frac{(r+r')^3-|r-r'|^3}{6rr'}=\frac{6r_>^2r_<+2r_<^3}{6r_>r_<}=r_>+\frac{r_<^2}{3r_>},$$

where $r_>$ and $r_<$ are the larger and the smaller radius. Outside the charge $r_>=r$, so $w\to r+\langle r_E^2\rangle/(3r)$, with no constant term, and

$$\psi\to C-\psi(0)\left[\frac ra+\frac{\langle r_E^2\rangle}{3ar}\right],\qquad R\ll r\ll a .$$

Seen from outside, the finite size is a short-ranged perturbation $\delta V=(e^2/4\pi\varepsilon_0)\chi$ with $\chi=1/r-\Phi$. Its volume integral follows from $\nabla^2(r^2/6)=1$, two partial integrations, and $\nabla^2\chi=-4\pi(\delta^3-\rho_E)$:

$$\int\chi\,d^3r=\int\frac{r^2}{6}\nabla^2\chi\,d^3r=\frac{2\pi}{3}\langle r_E^2\rangle .$$

Write $\psi=\psi_0+\delta\psi$ and replace $\chi$ by $(2\pi/3)\langle r_E^2\rangle\delta^3(\mathbf r)$. To first order in the perturbation,

$$\nabla^2\delta\psi=\left(\frac1{a^2}-\frac{2}{ar}\right)\delta\psi+\frac{4\pi\langle r_E^2\rangle}{3a}\psi_0(0)\,\delta^3(\mathbf r)-\frac{2m_r\,\delta E_{1s}}{\hbar^2}\psi_0 .$$

Both sources are proportional to $\langle r_E^2\rangle$, since $\delta E_{1s}=\int\delta V\psi_0^2$, and $a$ is the only other length. So $\delta\psi/\psi_0(0)$ equals $\langle r_E^2\rangle/a^2$ times a function of $r/a$. Its most singular part comes from the delta function, through $\nabla^2(1/r)=-4\pi\delta^3$, and is $\delta\psi_1=-\psi_0(0)\langle r_E^2\rangle/(3ar)$. Inserting it in the term $-(2/ar)\delta\psi$ gives the source $+2\psi_0(0)\langle r_E^2\rangle/(3a^2r^2)$, and since $\nabla^2\ln r=-1/r^2+2/r^2=1/r^2$, the next part is a logarithm. For $R\ll r\ll a$,

$$\psi=\psi_0(0)\left[1-\frac ra-\frac{\langle r_E^2\rangle}{3ar}+\frac{2\langle r_E^2\rangle}{3a^2}\Big(\ln\frac ra+\text{const}\Big)+\dots\right].$$

The terms in $r$ and $1/r$ agree with those of the inner form, and the comparison gives $C=\psi_0(0)$ up to relative order $(R/a)^2\ln(a/R)$. In the small term $\psi(0)w/a$ the factor $\psi(0)$ may be replaced by $\psi_0(0)$ to the same accuracy. Squaring and keeping the first order,

$$|\psi|^2=\frac{1}{\pi a^3}\left[1-\frac{2w(r)}{a}\right],$$

and averaging with $\rho_M$ as in (a) gives

$$\delta\equiv\frac{E}{E_F}-1=-\frac2a\int\rho_M(r)\,w(r)\,d^3r=-\frac{2r_Z}{a}.$$

The shift is negative for any positive densities. It has two sources, which the formula combines symmetrically: the magnetisation samples $|\psi|^2$ away from the peak, and the spread charge rounds off and lowers the peak itself. If either density is a point, $r_Z$ is the mean radius $\langle r\rangle$ of the other. The logarithm, continued inward to $r\sim R$ and doubled by the squaring, gives the leading remainder in $\delta$, namely $-\tfrac43(\langle r_E^2\rangle/a^2)\ln(a/R)$. Terms of order $(R/a)^2$ without a logarithm are not determined by this argument.

### (c) Momentum form and the dipole value

The distance $s$ can be written as an integral over $q$. The needed constant is

$$K=\int_0^\infty\frac{x-\sin x}{x^3}\,dx .$$

A partial integration with $x^{-3}=(-x^{-2}/2)'$ has the boundary term $-(x-\sin x)/(2x^2)$, which vanishes at both ends (it behaves as $-x/12$ near zero), so $K=\tfrac12\int_0^\infty(1-\cos x)\,x^{-2}dx$. A second one with $x^{-2}=(-x^{-1})'$ has the boundary term $-(1-\cos x)/x$, again zero at both ends, so $K=\tfrac12\int_0^\infty(\sin x/x)\,dx$. For this Dirichlet integral define $D(\epsilon)=\int_0^\infty e^{-\epsilon x}(\sin x/x)\,dx$. Then $D'(\epsilon)=-\int_0^\infty e^{-\epsilon x}\sin x\,dx=-1/(1+\epsilon^2)$ and $D(\infty)=0$, so $D(\epsilon)=\pi/2-\arctan\epsilon$. The limit $\epsilon\to0$ may be taken inside: $e^{-\epsilon x}/x$ decreases monotonically, so one partial integration bounds the tail beyond $x=X$ by $2/X$ for every $\epsilon\ge0$. Thus $D(0)=\pi/2$ and $K=\pi/4$. The substitution $x=qs$ gives

$$s=\frac4\pi\int_0^\infty\frac{dq}{q^2}\left[1-\frac{\sin qs}{qs}\right].$$

Put $s=|\mathbf r-\mathbf r'|$ and integrate over $\rho_E(r)\rho_M(r')$; the order of integration may be exchanged because the bracket is nowhere negative and the mean distance is finite also with $|\rho_E|$ and $|\rho_M|$ as weights, so the integral converges absolutely. The function $\sin qs/(qs)$ is the average of $e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}$ over the directions of $\mathbf q$, since $\tfrac12\int_{-1}^1e^{iqst}dt=\sin qs/(qs)$. The plane wave factorises, its double integral is $G_E(q)\tilde G_M(q)$, and this does not depend on the direction of $\mathbf q$ for spherical densities. Therefore

$$r_Z=\frac4\pi\int_0^\infty\frac{dq}{q^2}\left[1-G_E(q)\,\tilde G_M(q)\right].$$

The bracket vanishes as $q^2$ at small $q$ and tends to 1 at large $q$, so the integral converges at both ends.

For the dipole forms set $x=q/\lambda$, so that $dq/q^2=dx/(\lambda x^2)$, and $y=1/(1+x^2)$. The bracket is $1-y^4=(1-y)(1+y+y^2+y^3)$ with $1-y=x^2y$, which cancels the factor $1/x^2$:

$$r_Z=\frac{4}{\pi\lambda}\,(I_1+I_2+I_3+I_4),\qquad I_k=\int_0^\infty\frac{dx}{(1+x^2)^k}.$$

The first integral is $I_1=\arctan x\,|_0^\infty=\pi/2$. For the others, write $x^2=(1+x^2)-1$ in a derivative:

$$\frac{d}{dx}\frac{x}{(1+x^2)^k}=\frac1{(1+x^2)^k}-\frac{2kx^2}{(1+x^2)^{k+1}}=\frac{1-2k}{(1+x^2)^k}+\frac{2k}{(1+x^2)^{k+1}} .$$

The left side integrates to zero over $(0,\infty)$ for $k\ge1$, so $I_{k+1}=I_k(2k-1)/(2k)$. This gives $I_2=\tfrac12I_1=\pi/4$, $I_3=\tfrac34I_2=3\pi/16$ and $I_4=\tfrac56I_3=5\pi/32$. The sum is $(16+8+6+5)\pi/32=35\pi/32$, and

$$r_Z=\frac{4}{\pi\lambda}\cdot\frac{35\pi}{32}=\frac{35}{8\lambda}=\frac{35\,\hbar c}{8\Lambda}.$$

In position space the dipole belongs to the density $\rho=\lambda^3e^{-\lambda r}/(8\pi)$. Indeed

$$G=\frac{4\pi}{q}\int_0^\infty r\rho\,\sin qr\,dr=\frac{\lambda^3}{2q}\,\mathrm{Im}\frac{1}{(\lambda-iq)^2}=\frac{\lambda^3}{2q}\cdot\frac{2\lambda q}{(\lambda^2+q^2)^2}=\frac{1}{(1+q^2/\lambda^2)^2}.$$

With $x=\lambda r$ from here on, the radial weight is $4\pi r^2\rho\,dr=\tfrac12x^2e^{-x}dx$, and $\int_0^\infty x^ne^{-x}dx=n!$ gives $\langle r\rangle=3!/(2\lambda)=3/\lambda$ and $\langle r^2\rangle=4!/(2\lambda^2)=12/\lambda^2$.

The potential function is $\Phi=[1-e^{-x}(1+x/2)]/r$. To verify it, differentiate $r\Phi$ with respect to $x$: the first derivative is $\tfrac12e^{-x}(1+x)$ and the second is $-\tfrac12xe^{-x}$, so $\nabla^2\Phi=(r\Phi)''/r=-\tfrac12\lambda^3e^{-x}=-4\pi\rho$. It is finite at the origin and tends to $1/r$, which fixes it uniquely. The equation $\nabla^2w=2\Phi$ reads $d^2(x\,\lambda w)/dx^2=2-e^{-x}(2+x)$. The function $x^2+4-e^{-x}(x+4)$ has the first derivative $2x+e^{-x}(x+3)$ and the second derivative $2-e^{-x}(x+2)$, as required. A term $c_0+c_1x$ could be added, but $c_0=0$ because $x\lambda w$ must vanish at the origin, as the candidate already does, and $c_1=0$ because $w$ has no constant term at large $r$. Hence

$$\lambda w=x+\frac4x-e^{-x}\left(1+\frac4x\right),$$

whose tail $4/x$ agrees with $\langle r^2\rangle/(3r)$. Averaging the four terms with the weight $\tfrac12x^2e^{-x}$, and using $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$,

This part has derived the first-order shift $-2r_Z/a$ and, from the form factors, the dipole value $r_Z=35/(8\lambda)$. What remains is to carry out the final average in the position-space check, evaluate the shift for hydrogen, and test the nonrelativistic treatment of the electron.
